**Beyer-Swinehart count of harmonic vibrational states for a silane-like model**

The recursion gives the exact number of states `g[k]` at energy `k*spacing` above the zero-point level when every harmonic quantum is an integer multiple of the grid spacing; `W` is the number of states at or below an energy. The nine quanta in `modes` are round model parameters with silane's mode degeneracies, not computed or measured data. The program asserts that the recursion agrees with an explicit list of all states up to 20050 cm⁻¹ and with a sum over oscillator degeneracies up to 60000 cm⁻¹. It also asserts the count of additions, the volume bounds on `W`, the zero-or-one-quantum result of descending passes, and the bracket obtained by rounding all quanta up or down. The thermal sum is compared with the closed-form partition function, and the classical fraction with numerical quadrature. The output shows 1,039,521 states up to 20000 cm⁻¹ obtained with 1674 additions. At 1000 K the fraction at or above the threshold is 1.95×10⁻⁸, and the classical formula overestimates it by a factor of about 260.

## Numerical verification

```python
"""
Result under test: the Beyer-Swinehart recursion counts the states of
independent harmonic oscillators exactly on an energy grid, provided that
every quantum is an integer multiple of the grid spacing. For other quanta,
rounding all of them up and all of them down brackets the true count.

Symbols: modes = vibrational quanta in cm^-1 (round model parameters with the
mode degeneracies of silane); spacing = grid spacing in cm^-1; top = index of
the last grid point; counts[k] = states at energy k*spacing above the
zero-point level; W = number of states at or below an energy.
"""
import itertools
import math

import numpy as np
from scipy import constants, integrate

groups = [(900, 3), (1000, 2), (2200, 4)]      # quantum in cm^-1, number of modes
modes = [nu for nu, number in groups for _ in range(number)]
s = len(modes)
threshold = 20000
between_levels = 20050
spacing = 100
temperature = 1000.0


def recursion(quanta, top, cumulative=False):
    """Return the counts on the grid and the number of additions made."""
    counts = [1] * (top + 1) if cumulative else [1] + [0] * top
    additions = 0
    for n in quanta:
        for k in range(n, top + 1):
            counts[k] += counts[k - n]
            additions += 1
    return counts, additions


def list_all_states(quanta, limit):
    """Energy of every single state up to the limit, one entry per state."""
    energies = np.zeros(1, dtype=np.int64)
    for nu in quanta:
        parts = []
        for v in range(limit // nu + 1):
            parts.append(energies[energies <= limit - v * nu] + v * nu)
        energies = np.concatenate(parts)
    return energies


# Exact count compared with the explicit list of states
grid_quanta = [nu // spacing for nu in modes]
assert all(nu % spacing == 0 for nu in modes)
top = threshold // spacing
g, additions = recursion(grid_quanta, top)
W, _ = recursion(grid_quanta, top, cumulative=True)
states = list_all_states(modes, between_levels)
listed = np.bincount(states // spacing, minlength=top + 1)
assert g == listed.tolist()
assert W == np.cumsum(listed).tolist()
assert recursion(grid_quanta[::-1], top)[0] == g
for fine in (50, 20):
    fine_W, _ = recursion([nu // fine for nu in modes],
                          between_levels // fine, cumulative=True)
    assert fine_W[-1] == len(states)

# Cost: instrumented additions against the closed count
assert additions == sum(max(0, top + 1 - n) for n in grid_quanta)
assert additions <= s * (top + 1)

# Higher energies: sum over levels weighted by oscillator degeneracies
high_top = 1000
g_high, _ = recursion(grid_quanta, high_top)
check_top = 600
by_degeneracy = [0] * (check_top + 1)
(n1, d1), (n2, d2), (n3, d3) = [(nu // spacing, d) for nu, d in groups]
for a in range(check_top // n1 + 1):
    for b in range((check_top - a * n1) // n2 + 1):
        used = a * n1 + b * n2
        for c in range((check_top - used) // n3 + 1):
            by_degeneracy[used + c * n3] += (math.comb(a + d1 - 1, a)
                                            * math.comb(b + d2 - 1, b)
                                            * math.comb(c + d3 - 1, c))
assert by_degeneracy == g_high[:check_top + 1]

# A descending pass allows only zero or one quantum in each mode
descending = [1] + [0] * top
for n in grid_quanta:
    for k in range(top, n - 1, -1):
        descending[k] += descending[k - n]
zero_or_one = [0] * (top + 1)
for occupation in itertools.product((0, 1), repeat=s):
    zero_or_one[sum(v * n for v, n in zip(occupation, grid_quanta))] += 1
assert descending == zero_or_one
assert descending != g

# Volume bounds on the sum of states
cell = math.factorial(s) * math.prod(modes)
for energy in range(50, between_levels + 1, 500):
    true_W = int(np.count_nonzero(states <= energy))
    assert energy**s <= true_W * cell <= (energy + sum(modes))**s
lower_volume = between_levels**s / cell
upper_volume = (between_levels + sum(modes))**s / cell

# Quanta off the grid: rounded counts and their bracket
rounding_rows = []
for delta in (70, 30, 7):
    last = between_levels // delta
    up, _ = recursion([-(-nu // delta) for nu in modes], last, True)
    down, _ = recursion([nu // delta for nu in modes], last, True)
    near, _ = recursion([round(nu / delta) for nu in modes], last, True)
    for energy in range(50, between_levels + 1, 500):
        true_W = int(np.count_nonzero(states <= energy))
        k = energy // delta
        assert up[k] <= true_W <= down[k]
        assert up[k] <= near[k] <= down[k]
    assert near[-1] != len(states)
    rounding_rows.append((delta, up[-1], near[-1], down[-1],
                          100 * (near[-1] / len(states) - 1)))

# Thermal populations
kT = constants.k * temperature / (constants.h * constants.c * 100)
weights = [count * math.exp(-k * spacing / kT) for k, count in enumerate(g_high)]
Q_sum = math.fsum(weights)
Q_product = math.prod(1 / (1 - math.exp(-nu / kT)) for nu in modes)
assert abs(Q_sum / Q_product - 1) < 1e-12
fraction = math.fsum(weights[top:]) / Q_sum
boltzmann_listed = np.exp(-states[states < threshold] / kT)
fraction_from_below = 1 - math.fsum(boltzmann_listed) / Q_product
# subtraction from one leaves about eight significant digits
assert abs(fraction_from_below / fraction - 1) < 1e-5
edge_share = weights[top] / math.fsum(weights[top:])

x = threshold / kT
classical = math.exp(-x) * sum(x**j / math.factorial(j) for j in range(s))
integral, _ = integrate.quad(
    lambda t: (x + t)**(s - 1) * math.exp(-t), 0, 100, epsabs=0, epsrel=1e-10)
assert abs(integral * math.exp(-x) / math.factorial(s - 1) / classical - 1) < 1e-8

# Report
print("Model parameters")
for nu, number in groups:
    print(f"  quantum {nu} cm^-1, number of modes {number}, grid steps {nu // spacing}")
print(f"  number of modes: {s}")
print(f"  grid spacing: {spacing} cm^-1")
print(f"  threshold: {threshold} cm^-1, grid index {top}")
print("States at the first occupied levels")
for k in [k for k in range(top + 1) if g[k]][:10]:
    print(f"  {k * spacing} cm^-1: g = {g[k]}, W = {W[k]}")
print("Count at 1800 cm^-1 after each 900 cm^-1 mode")
for number in range(1, 4):
    partial, _ = recursion(grid_quanta[:number], 18)
    print(f"  {number} mode(s): {partial[18]}")
print(f"  descending passes, all modes: {descending[18]}")
print("At the threshold")
print(f"  states at this level: {g[top]}")
print(f"  sum of states: {W[top]}")
print(f"  density of states: {g[top] / spacing:.2f} per cm^-1")
print(f"  additions in recursion: {additions}")
print(f"  upper bound on additions: {s * (top + 1)}")
print(f"  listed states per addition: {W[top] / additions:.1f}")
print(f"Sum of states at {between_levels} cm^-1")
print(f"  exact: {len(states)}")
print(f"  lower volume bound: {lower_volume:.4e}")
print(f"  upper volume bound: {upper_volume:.4e}")
for delta, up_W, near_W, down_W, error in rounding_rows:
    print(f"  spacing {delta} cm^-1: up {up_W}, nearest {near_W}, down {down_W}")
    print(f"    error of nearest rounding: {error:+.2f} percent")
print(f"Thermal populations at {temperature:.0f} K")
print(f"  k_B T: {kT:.3f} cm^-1")
print(f"  threshold / k_B T: {x:.4f}")
print(f"  partition function, sum: {Q_sum:.8f}")
print(f"  partition function, product: {Q_product:.8f}")
print(f"  fraction at or above threshold: {fraction:.4e}")
print(f"  share of it in the threshold level: {100 * edge_share:.2f} percent")
print(f"  classical fraction: {classical:.4e}")
print(f"  classical / quantum: {classical / fraction:.1f}")
print("tests ok")
```

Printed output:

```
Model parameters
  quantum 900 cm^-1, number of modes 3, grid steps 9
  quantum 1000 cm^-1, number of modes 2, grid steps 10
  quantum 2200 cm^-1, number of modes 4, grid steps 22
  number of modes: 9
  grid spacing: 100 cm^-1
  threshold: 20000 cm^-1, grid index 200
States at the first occupied levels
  0 cm^-1: g = 1, W = 1
  900 cm^-1: g = 3, W = 4
  1000 cm^-1: g = 2, W = 6
  1800 cm^-1: g = 6, W = 12
  1900 cm^-1: g = 6, W = 18
  2000 cm^-1: g = 3, W = 21
  2200 cm^-1: g = 4, W = 25
  2700 cm^-1: g = 10, W = 35
  2800 cm^-1: g = 12, W = 47
  2900 cm^-1: g = 9, W = 56
Count at 1800 cm^-1 after each 900 cm^-1 mode
  1 mode(s): 1
  2 mode(s): 3
  3 mode(s): 6
  descending passes, all modes: 3
At the threshold
  states at this level: 35371
  sum of states: 1039521
  density of states: 353.71 per cm^-1
  additions in recursion: 1674
  upper bound on additions: 1809
  listed states per addition: 621.0
Sum of states at 20050 cm^-1
  exact: 1039521
  lower volume bound: 8.4498e+04
  upper volume bound: 8.6906e+06
  spacing 70 cm^-1: up 890047, nearest 1086913, down 1335642
    error of nearest rounding: +4.56 percent
  spacing 30 cm^-1: up 987859, nearest 1074170, down 1074170
    error of nearest rounding: +3.33 percent
  spacing 7 cm^-1: up 1030332, nearest 1038828, down 1073154
    error of nearest rounding: -0.07 percent
Thermal populations at 1000 K
  k_B T: 695.035 cm^-1
  threshold / k_B T: 28.7755
  partition function, sum: 5.33528812
  partition function, product: 5.33528812
  fraction at or above threshold: 1.9475e-08
  share of it in the threshold level: 10.84 percent
  classical fraction: 5.0579e-06
  classical / quantum: 259.7
tests ok
```
